\section*{Does a compact basis hold the pi-to-3s state of ethylene?}

\section{Problem}

Ethylene is the smallest stable molecule with a C=C double bond. It serves here as a test case for excitation energies, not as a model of a resist polymer. Take it planar, with $R_{\mathrm{CC}}=1.33$ Å, $R_{\mathrm{CH}}=1.08$ Å and an HCH angle of $117^\circ$. The C=C bond lies along $z$ and the molecular plane is $yz$. The highest occupied orbital $\pi$ is then odd in $x$ and has symmetry $b_{3u}$.

Vertical singlet excitations are computed by configuration-interaction singles (CIS) on a Hartree--Fock (HF) reference. Two basis sets are offered: 6-31G*, and 6-31+G*, which adds one diffuse $s$ and one diffuse $p$ shell to each carbon.

\begin{enumerate}
\item At what energy does CIS place the state in which a $\pi$ electron is promoted to a $3s$ Rydberg orbital?
\item Is 6-31G* adequate for this state, and if not, what is the cause?
\item Does the state lie within the energy of a 193 nm photon (6.42 eV) or a 157 nm photon (7.90 eV)?
\end{enumerate}

\section{A tempting solution}

A $3s$ orbital is totally symmetric, $a_g$, so the state has symmetry $b_{3u}\times a_g=B_{3u}$. In 6-31G* the lowest $^1B_{3u}$ root lies at 10.18 eV, and 99.7\% of its weight is excitation out of $\pi$. It has the right symmetry and the right hole, so it is called $\pi\to3s$.

Basis convergence is then judged from the ground state. Going to 6-31+G* lowers the HF energy by only 0.12 eV, so the excitation energy is taken to be converged to about that amount, with electron correlation as the main remaining error. The lowest singlet of any symmetry in 6-31G* is $^1B_{1u}$ ($\pi\to\pi^*$) at 8.65 eV. The conclusion is that no excited singlet lies within reach of a 157 nm photon.

\section{Where the argument fails}

Two steps are unsound. Symmetry and hole character do not identify a Rydberg state, because a compact $a_g$ orbital gives the same label; what distinguishes $3s$ is its size. And the HF energy depends on the occupied orbitals alone, so its convergence says nothing about the virtual orbitals that must hold the excited electron. The CIS equations show where each set enters.

\subsection{The CIS matrix}

Let $i,j$ be occupied and $a,b$ virtual real orbitals, and let $F$ be the Fock matrix. Write $(pq|rs)$ for the Coulomb integral between the charge distributions $pq$ and $rs$, and $\langle pq||rs\rangle=(pr|qs)-(ps|qr)$, where the orbitals first include spin. $\Phi_i^a$ is the HF determinant $\Phi_0$ with $i$ replaced by $a$ in its own slot. The Slater--Condon rules give four cases.

For $i\ne j$, $a\ne b$ the determinants differ in two slots. The bra holds $a,j$ where the ket holds $i,b$, so the element is $\langle aj||ib\rangle$.

For $i=j$, $a\neq b$ they differ in one slot, and the electron in $i$ is absent from the mean field:
\begin{equation}
h_{ab}+\sum_{k\ne i}\langle ak||bk\rangle=F_{ab}-\langle ai||bi\rangle=F_{ab}+\langle ai||ib\rangle .
\end{equation}

For $i\ne j$, $a=b$ the bra holds $a,j$ and the ket $i,a$. Exchanging the two slots of the ket costs a minus sign and leaves the single difference $j$ against $i$:
\begin{equation}
-\Big[h_{ji}+\sum_{k\neq i,j}\langle jk||ik\rangle+\langle ja||ia\rangle\Big]=-F_{ij}+\langle aj||ia\rangle .
\end{equation}
The terms $k=i,j$ missing from the sum vanish by antisymmetry, and $\langle ja||ia\rangle=\langle aj||ai\rangle=-\langle aj||ia\rangle$.

For $i=j$, $a=b$, removing $i$ costs $-F_{ii}$ and adding $a$ to the remaining electrons costs $F_{aa}-\langle ai||ai\rangle$. All four cases are contained in
\begin{equation}
\langle\Phi_i^a|H-E_0|\Phi_j^b\rangle=F_{ab}\delta_{ij}-F_{ij}\delta_{ab}+(ai|jb)-(ab|ji).
\end{equation}

The singlet configuration is $(\Phi_{i\uparrow}^{a\uparrow}+\Phi_{i\downarrow}^{a\downarrow})/\sqrt2$. Its matrix element is half the sum over the two spins of the bra and the two of the ket. The Fock terms and $(ab|ji)$ require equal spins, which leaves two terms and a factor $\tfrac12\cdot2=1$. The integral $(ai|jb)$ survives for all four combinations and gets $\tfrac12\cdot4=2$. In spatial orbitals, therefore,
\begin{equation}
A_{ia,jb}=F_{ab}\delta_{ij}-F_{ij}\delta_{ab}+2(ia|jb)-(ij|ab).
\label{cis}
\end{equation}
The coupling to the ground state is $\sqrt2F_{ia}$, which vanishes for converged HF orbitals. The excitation energies $\omega$ are thus the eigenvalues of $A$, with amplitudes $X_{ia}$ normalized to $\sum X_{ia}^2=1$. For nine configurations of ethylene in 6-31G* (three occupied and three virtual orbitals), Eq.~(\ref{cis}) agrees with the Hamiltonian applied directly to determinants to better than $10^{-11}$ eV.

The transition dipole of a singlet configuration is $(1/\sqrt2)\cdot2\,\langle i|\mathbf r|a\rangle$ in magnitude, so in atomic units
\begin{equation}
\boldsymbol\mu=\sqrt2\sum_{ia}X_{ia}\langle i|\mathbf r|a\rangle,\qquad f=\tfrac23\,\omega|\boldsymbol\mu|^2 .
\end{equation}

\subsection{A ceiling on the size of the excited electron}

For each hole $i$ the excited electron occupies the unnormalized orbital $\sum_aX_{ia}\,a(\mathbf r)$. Its mean square distance from the molecular centre is the sum over holes,
\begin{equation}
\langle r^2\rangle_e=\sum_i\sum_{ab}X_{ia}\,\langle a|r^2|b\rangle\,X_{ib}\le\lambda_{\max}\sum_{ia}X_{ia}^2=\lambda_{\max},
\label{ceiling}
\end{equation}
where $\lambda_{\max}$ is the largest eigenvalue of the matrix $\langle a|r^2|b\rangle$ over the virtual orbitals. The inequality holds for every CIS state, whatever its energy. In 6-31G*, $\sqrt{\lambda_{\max}}=2.62$ Å. The root at 10.18 eV has an rms radius of 2.10 Å.

\subsection{The size that a 3s electron needs}

Far from the molecule the excited electron sees a singly charged ion. In CIS that ion is described by frozen HF orbitals: if the electron is removed to infinity at rest, $F_{ab}$ and all integrals containing $a$ or $b$ vanish in Eq.~(\ref{cis}), leaving $-F_{ij}$. Its lowest eigenvalue, $-\varepsilon_{\mathrm{HOMO}}$, is the limit of the lowest Rydberg series. The effective quantum number $n^*$ is defined by
\begin{equation}
-\varepsilon_{\mathrm{HOMO}}-\omega=\frac{13.606\ \mathrm{eV}}{n^{*2}} .
\label{nstar}
\end{equation}

The size follows from the radial equation of a hydrogenic $s$ orbital. In atomic units $u''=Wu$, with $W=1/n^2-2/r$. Put $g=u^2$. Then $g'=2uu'$ and $g''=2u'^2+2Wg$. One more derivative, with $4u'u''=4Wuu'=2Wg'$, gives
\begin{equation}
g'''=2Wg'+2W'g+2Wg'=4Wg'+2W'g .
\end{equation}
Multiply by a power $q(r)$ and integrate by parts. For integer $n$ and the powers used here the boundary terms vanish. The left side becomes $-\langle q'''\rangle$ and the right side $-4\langle(qW)'\rangle+2\langle qW'\rangle$, so
\begin{equation}
\langle q'''\rangle=4\langle q'W\rangle+2\langle qW'\rangle,\qquad W'=2/r^2 .
\end{equation}
The choices $q=r^2$ and $q=r^3$ give in turn
\begin{align}
0&=\frac{8\langle r\rangle}{n^2}-16+4 &&\Rightarrow\quad \langle r\rangle=\tfrac32n^2,\\
6&=\frac{12\langle r^2\rangle}{n^2}-24\langle r\rangle+4\langle r\rangle &&\Rightarrow\quad \langle r^2\rangle=\tfrac12n^2(5n^2+1).
\label{size}
\end{align}
Replacing $n$ by a non-integer $n^*$ is an approximation, because the boundary terms at the core no longer vanish and the potential there is not $-1/r$. It is reasonable when most of $r^2$ comes from outside the core.

Numbers for Eq.~(\ref{nstar}) must come from a basis that can hold the orbital. The widest set used here is aug-cc-pVDZ with one further $s$ and one further $p$ shell on each carbon (smallest exponent $0.013\,a_0^{-2}$), called the extended set below. It gives $\omega=7.145$ eV and $-\varepsilon_{\mathrm{HOMO}}=10.265$ eV, a binding energy of 3.120 eV. Hence
\begin{align}
n^{*2}&=13.606/3.120=4.36,\qquad n^*=2.09,\\
\langle r^2\rangle&\approx\tfrac12(4.36)(21.8+1)\,a_0^2=49.7\,a_0^2,
\end{align}
and the rms radius is $7.05\,a_0=3.73$ Å. The CIS wave function in the extended set gives 3.67 Å directly; more diffuse functions at the molecular centre raise this to 3.71 Å. The agreement in size marks the state as a Rydberg state. Its outer orbital is the lowest Rydberg orbital of $a_g$ symmetry. An $a_g$ orbital of $d$ type hardly penetrates the core and would have $n^*$ near 3, so $n^*=2.09$ points to an $s$ orbital. The carbon $2s$ shell is already used in the valence orbitals, so the label is $3s$, with a quantum defect of $3-2.09=0.91$.

The electron thus needs about 3.7 Å, while no CIS state in 6-31G* can exceed 2.62 Å. The root at 10.18 eV is a compact $\pi\to a_g$ excitation, and the Rydberg state is absent from the 6-31G* spectrum.

\section{The right solution}

\subsection{Energies with diffuse functions}

Geometry and method are held fixed, and only the basis changes. CIS energies are in eV.

\begin{center}
\begin{tabular}{lccc}
basis & functions & lowest $^1B_{3u}$ & lowest $^1B_{1u}$\\
6-31G* & 36 & 10.18 & 8.65\\
cc-pVDZ & 48 & 9.12 & 8.43\\
6-31+G* & 44 & 7.76 & 7.86\\
aug-cc-pVDZ & 82 & 7.17 & 7.77\\
extended & 90 & 7.15 & 7.75
\end{tabular}
\end{center}

The answer to the first question is 7.15 eV, or 173.5 nm, at the CIS level. The last diffuse shells change it by only $-0.03$ eV. Rydberg $s$ and $d$ functions at the molecular centre, or a triple-zeta valence set, lower it by about a further 0.01 eV, to 7.14 eV (about 173.7 nm), so the last digit is not converged. The lowest $^1B_{3u}$ root of 6-31G* lies 3.0 eV higher, at 121.8 nm. In all three diffuse sets $^1B_{3u}$ is the lowest excited singlet, whereas in 6-31G* it is third, after $^1B_{1u}$ and a $^1B_{1g}$ state.

The 6-31+G* basis repairs most of the error but not all of it. Its $^1B_{3u}$ state has an rms radius of 2.86 Å instead of 3.67 Å and lies 0.61 eV above the extended result. Its oscillator strength, 0.19 against 0.0005 for the 6-31G* root, therefore cannot be taken as converged. That the transition is allowed follows from symmetry alone: $B_{3u}$ transforms as $x$, so the transition dipole lies along $x$.

\subsection{Locating the cause in the virtual space}

Adding functions changes both the occupied and the virtual orbitals. To separate the two effects, keep the 6-31+G* occupied orbitals and Fock operator, but restrict the virtual space to those combinations of the 36 6-31G* functions that are orthogonal to all eight occupied orbitals. The eight conditions leave $36-8=28$ virtual orbitals, instead of the $44-8=36$ of the full 6-31+G* set.

With a fixed reference the direction of the change is known. The $k$-th eigenvalue within a symmetry block is
\begin{equation}
\omega_k=\min_{\dim S=k}\ \max_{X\in S,\ |X|=1}X^{T}AX ,
\end{equation}
where $S$ runs over subspaces of the allowed amplitudes. A smaller virtual space offers fewer subspaces $S$, so the minimum cannot fall and every root stays or rises.

The size of the rise is what the calculation must supply. The lowest $^1B_{3u}$ root goes from 7.76 to 10.27 eV, within 0.09 eV of the ordinary 6-31G* value. The diffuse-basis ground state was kept throughout, so the error of the compact basis lies in its virtual space.

\subsection{Number of functions against their width}

The cc-pVDZ set has more functions than 6-31+G*, 48 against 44, yet its $^1B_{3u}$ root is 1.4 eV higher. Its smallest carbon exponent is $0.152\,a_0^{-2}$, against $0.044\,a_0^{-2}$ in 6-31+G*. For an $s$ Gaussian $e^{-\alpha r^2}$ the density $e^{-2\alpha r^2}$ has variance $1/(4\alpha)$ along each axis, so $\langle r^2\rangle=3/(4\alpha)$ about its own centre. The rms radii for these two exponents are 1.2 Å and 2.2 Å.

Adding just the diffuse $s$ function to each carbon of 6-31G*, 38 functions in all, brings $^1B_{3u}$ down to 7.63 eV. The $^1B_{1u}$ state hardly moves, from 8.65 to 8.63 eV. Symmetry explains the contrast: $s$ functions on the carbons are even in $x$ and can enter the $a_g$ orbital, but not $\pi^*$, which is odd in $x$. The 0.78 eV fall of $^1B_{1u}$ in 6-31+G* therefore needs the diffuse $p$ shell.

The value 7.63 eV lies \emph{below} the 7.76 eV of the larger 6-31+G* set. This does not contradict the min--max argument, which requires a fixed reference. Part of the difference is the lowering of the ground state, but not all of it. The three bases are nested, so the HF energy can fall by at most 0.115 eV between the $s$-only set and 6-31+G*, while $\omega$ rises by 0.128 eV. The total energy of the excited state, $E_{\mathrm{HF}}+\omega$, thus rises by at least 0.013 eV. The occupied orbitals are optimized for the ground state, and CIS does not reoptimize them for the excited one. A lower excitation energy is therefore no proof of a better basis when the reference also changes.

\subsection{Correlation does not replace the missing functions}

The tempting solution assigned the remaining error to correlation. Equation-of-motion coupled cluster with singles and doubles (EOM-CCSD), with the carbon $1s$ cores frozen, puts the lowest $^1B_{3u}$ root at 10.17 eV in 6-31G* and at 7.83 eV in 6-31+G*. The basis effect is 2.3 eV, nearly the 2.4 eV found in CIS. A better treatment of correlation in the compact basis gives a better energy for the wrong state.

In 6-31+G* the shift from CIS to EOM-CCSD is $+0.07$ eV for $^1B_{3u}$ and $+0.44$ eV for $^1B_{1u}$. These shifts omit connected triple excitations and depend on the basis: one further diffuse $s$ and $p$ shell on each carbon changes them to $+0.11$ and $+0.41$ eV.

\section{Comparison with lithography photons}

A 193 nm photon, at 6.42 eV, lies below the vertical $3s$ state. A 157 nm photon, at 7.90 eV, lies 0.75 eV above the extended-set value. The 6-31G* calculation reverses the second statement, since it has no excited singlet below 8.65 eV. The position of $^1B_{1u}$ relative to 157 nm remains undecided: its CIS energy of 7.75 eV is below the photon energy by less than its correlation shift.

Nuclear motion broadens these energies. Stretching the C=C bond, with the CH lengths and HCH angles fixed, changes the $3s$ energy by $-5.6$ eV/Å in 6-31+G*, averaged over a stretch of 0.02 Å. The local slope is $-5.7$ eV/Å, and $-5.9$ eV/Å with a further diffuse $s$ and $p$ shell on each carbon, which would raise the spread estimated below by about 0.01 eV. The zero-point rms displacement of a harmonic stretch is $\sigma=\sqrt{\hbar/(2\mu\Omega)}$, where $\mu$ is half the mass of a CH$_2$ group. For a rough wavenumber of 1600 cm$^{-1}$ it is 0.039 Å, and the spread is $5.6\times0.039\approx0.22$ eV. This is smaller than the 0.75 eV margin. Torsion and vibronic structure are left out.

For the free molecule, the measured $3s$ absorption lies at roughly 7 eV, close to the diffuse-basis result and far from 10 eV. A resist is a different case. At a rough polymer density of 1 g/cm$^3$, a C$_2$H$_4$ unit of mass 28 g/mol occupies 47 Å$^3$, which gives a spacing of 3.6 Å. The rms radius of the $3s$ electron is as large as this, so in a film the orbital would overlap neighbouring units, whose filled shells tend to exclude it. Their polarization, also missing here, can alter its attraction to the hole. The isolated-molecule assumption then fails. The present calculation does not give the resulting shift. Real resist chromophores also carry substituents or conjugated rings, which change the valence states. The value of 7.15 eV should not be carried over to a film, and neither should the apparent transparency at 157 nm found with the compact basis.

The complete set of values is given in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
geometry: CC 1.33 A, CH 1.08 A, HCH 117.0 deg
photon 193 nm: 6.424 eV
photon 157 nm: 7.897 eV
basis: functions, min C exponent (1/a0^2), 1B3u eV, 1B1u eV
6-31G*: 36, 0.1687, 10.181, 8.646
cc-pVDZ: 48, 0.1517, 9.122, 8.425
6-31+G*: 44, 0.0438, 7.757, 7.864
aug-cc-pVDZ: 82, 0.0404, 7.171, 7.768
aug+extra: 90, 0.0130, 7.145, 7.749
6-31G*+s: 38, 0.0438, 7.629, 8.633
6-31G* lowest CIS singlets: symmetry, eV, f
  1B1u 8.646 0.6146
  1B1g 9.700 0.0000
  1B3u 10.181 0.0005
  1B1g 10.282 0.0000
  1B2g 10.494 0.0000
6-31+G* lowest CIS singlets: symmetry, eV, f
  1B3u 7.757 0.1897
  1B1u 7.864 0.5553
  1B1g 8.201 0.0000
  1B2g 8.309 0.0000
  1Ag 9.031 0.0000
6-31G* 1B3u: rms radius 2.10 A, pi weight 0.997, 121.8 nm
6-31+G* 1B3u: rms radius 2.86 A, pi weight 0.999, 159.8 nm
aug+extra 1B3u: rms radius 3.67 A, pi weight 1.000, 173.5 nm
1B3u drop, 6-31G* to 6-31+G*: 2.424 eV
1B1u drop, same bases: 0.782 eV
share of 1B3u drop from diffuse s alone: 1.053
6-31G* virtual-space rms ceiling: 2.62 A
CIS ionization limit, aug+extra: 10.265 eV
3s binding energy: 3.120 eV
effective quantum number n*: 2.088
quantum-defect rms radius: 3.73 A
1B3u, diffuse reference, compact virtuals: 10.270 eV
HF energy drop from diffuse set: 0.115 eV
CIS matrix vs determinants, max error: 7.2e-13 eV
largest ground-single coupling: 9.5e-07 eV
EOM-CCSD 6-31G*: 1B3u 10.171, 1B1u 9.241 eV
EOM-CCSD 6-31+G*: 1B3u 7.829, 1B1u 8.299 eV
EOM minus CIS, 6-31+G*: 1B3u +0.072, 1B1u +0.435 eV
1B3u change from extra diffuse shell: -0.026 eV
rough CC wavenumber 1600 1/cm, rms motion 0.039 A
CC slope: 1B3u -5.60, 1B1u -8.48 eV/A
zero-point spread: 1B3u 0.217, 1B1u 0.328 eV
rough density 1.0 g/cm3, C2H4 unit spacing 3.60 A
\end{verbatim}
